\section*{Crossing of Two Island-Density Scaling Laws on a Square Lattice}

\section*{Problem}

Atoms land on a square lattice at flux $F$, in atoms per site per second. A single adatom (a monomer) diffuses with
\begin{equation}
D=\nu\,e^{-\beta E_d},\qquad \beta=\frac{1}{kT},
\end{equation}
where $D$ is measured in site areas per second. Atoms on neighbouring sites are bound by an energy $E_b$ per pair. Take $E_d=0.45$ eV, $E_b=0.30$ eV and $\nu/F=10^{15}$.

The critical size $i$ is the cluster size whose growth by one atom is the slowest step of nucleation. Assume that
\begin{itemize}
\item nothing desorbs, and clusters of two or more atoms do not move;
\item the coverage $\theta$ is low, and mean-field rate equations hold;
\item every cluster captures monomers at the rate $Dn_1$, where $n_1$ is the monomer density per site (unit capture number).
\end{itemize}

\begin{enumerate}
\item[(a)] Derive the island density per site, $N_i$, for critical size $i$.
\item[(b)] Show that the laws for $i=1$ and $i=3$, taken with equal prefactors, cross near 302 K.
\item[(c)] Decide which law holds on each side, and what becomes of $i=2$.
\item[(d)] Find the island density at the crossing for a site spacing of 0.25 nm.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Well inside the regime of a given critical size, clusters of two atoms up to that size decay much more often than they grow. Treat them as being in equilibrium with the monomers.
\item Once islands exist, almost every atom that lands is captured by one. This fixes $n_1$ in terms of $N$.
\item Draw the best clusters of two, three and four atoms and count their bonds. The fourth atom differs from the second and third.
\item For (c), a cluster must pass through all sizes in turn. Ask how the rates of successive steps combine.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The scaling law}

Let $E_j$ be the binding energy of the best $j$-atom cluster. A cluster of $j$ atoms gains an atom at the rate $Dn_1$. One of $j+1$ atoms loses an atom at the rate $D e^{-\beta(E_{j+1}-E_j)}$, because the leaving atom must break its bonds as well as hop. Balance of the two processes gives $n_{j+1}=n_j n_1 e^{\beta(E_{j+1}-E_j)}$. Repeating this from $j=1$, where $E_1=0$, gives
\begin{equation}
n_j=n_1^{\,j}\,e^{\beta E_j}.
\end{equation}
Each size is counted here with one configuration; Variation 2 removes this simplification. Nucleation is the capture of one more atom by a critical cluster, so its rate per site is
\begin{equation}
J_i=Dn_1n_i=D\,n_1^{\,i+1}e^{\beta E_i}.
\label{eq:J}
\end{equation}

Let $R=D/F$. When islands capture nearly all arriving atoms and lose few of them again, $F=Dn_1N$, so $n_1=1/(RN)$. Since $d\theta=F\,dt$,
\begin{equation}
\frac{dN}{d\theta}=\frac{J_i}{F}=R\,n_1^{\,i+1}e^{\beta E_i}
=R^{-i}N^{-(i+1)}e^{\beta E_i}.
\end{equation}
Multiply by $N^{i+1}$ and integrate from $N=0$ at $\theta=0$:
\begin{equation}
\frac{N^{i+2}}{i+2}=\theta R^{-i}e^{\beta E_i}.
\end{equation}
The root of order $i+2$ is the scaling law,
\begin{equation}
N_i=\eta_i\,R^{-i/(i+2)}\exp\!\left(\frac{\beta E_i}{i+2}\right),
\qquad \eta_i=[(i+2)\theta]^{1/(i+2)} .
\label{eq:law}
\end{equation}

\subsection*{(b) The crossing}

A pair has one bond, a trimer has two, and four atoms in a square have four. The energies needed are those of the critical clusters, $E_1=0$ and $E_3=2E_b$. With both prefactors set to 1,
\begin{equation}
\ln N_1=-\tfrac13\ln R,\qquad
\ln N_3=-\tfrac35\ln R+\tfrac25\beta E_b .
\end{equation}
Their difference is
\begin{equation}
\ln\frac{N_3}{N_1}=-\tfrac{4}{15}\ln R+\tfrac25\beta E_b
=\tfrac{4}{15}\left(\tfrac32\beta E_b-\ln R\right),
\label{eq:diff}
\end{equation}
which vanishes when $\ln R=\tfrac32\beta E_b$. Now insert $\ln R=\ln(\nu/F)-\beta E_d$ and collect the terms in $\beta$:
\begin{equation}
\ln\frac{\nu}{F}=\beta\left(E_d+\tfrac32E_b\right)
\quad\Longrightarrow\quad
T_\times=\frac{E_d+\tfrac32E_b}{k\ln(\nu/F)} .
\label{eq:Tx}
\end{equation}
With $\ln 10^{15}=34.539$ and $k=8.6173\times10^{-5}$ eV/K,
\begin{equation}
T_\times=\frac{0.45+0.45}{8.6173\times10^{-5}\times34.539}\ \text{K}=302.4\ \text{K}.
\end{equation}

\subsection*{(c) Which law holds}

Consider steady nucleation at fixed $n_1$. The same net rate $J$ passes through every size. Write $c_j$ for the actual density of size $j$ divided by its equilibrium value $n_1^{\,j}e^{\beta E_j}$. In equilibrium the forward and backward rates between $j$ and $j+1$ both equal $J_j$ of Eq.~\eqref{eq:J}, so in general
\begin{equation}
J=J_j\,(c_j-c_{j+1}).
\end{equation}
Divide by $J_j$ and sum over $j$. The right-hand side telescopes from $c_1=1$ to $c=0$ at a size from which no cluster returns:
\begin{equation}
\frac1J=\sum_j\frac1{J_j}.
\label{eq:series}
\end{equation}
The steps act like resistances in series, and the smallest $J_j$ governs. A smaller nucleation rate gives fewer islands, so the lowest of the densities $N_i$ is the valid one.

By Eq.~\eqref{eq:diff}, $N_1<N_3$ when $\ln R<\tfrac32\beta E_b$. This is the cold side, since heating raises $\ln R$ and lowers $\beta E_b$. Hence $i=1$ holds below $T_\times$ and $i=3$ above it, up to the limit found in Variation 1. With unit prefactors, the laws for $i=1$ and $i=3$ give $1.06\times10^{-2}$ and $7.28\times10^{-2}$ per site at 250 K, and $1.26\times10^{-3}$ and $2.88\times10^{-4}$ at 360 K.

The ratios of successive rates show the reason:
\begin{equation}
\frac{J_2}{J_1}=\frac{J_3}{J_2}=n_1e^{\beta E_b},\qquad
\frac{J_4}{J_3}=n_1e^{2\beta E_b}.
\end{equation}
The second and third atoms each add one bond, so both steps share one ratio. It compares the rate at which a dimer gains an atom, $Dn_1$, with the rate at which it breaks up, $De^{-\beta E_b}$. If the ratio exceeds 1, $J_1$ is the smallest of the first three rates; if it is below 1, $J_3$ is. In neither case is it $J_2$, so with one configuration per cluster size $i=2$ never governs alone. At the crossing, $n_1=1/(RN_1)=R^{-2/3}=e^{-\beta E_b}$, and the ratio is 1. All three laws therefore meet at $T_\times$.

The change of regime is gradual. With $J_1=J_2=J_3$ and much larger later rates, Eq.~\eqref{eq:series} gives $J=J_1/3$.

\subsection*{(d) The density at the crossing}

Here $E_d=\tfrac32E_b$, so $\ln R$ is half of $\ln(\nu/F)$ and $R=10^{7.5}=3.16\times10^{7}$. Then
\begin{equation}
N=R^{-1/3}=3.2\times10^{-3}\ \text{per site},\qquad n_1=R^{-2/3}=1.0\times10^{-5}\ \text{per site}.
\end{equation}
Division by the site area $0.0625$ nm$^2$ gives $N=0.05$ nm$^{-2}$, or $5\times10^{12}$ cm$^{-2}$. The mean island spacing is $0.25\ \text{nm}/\sqrt N\approx4.4$ nm. These values are for unit prefactors; at $\theta=0.1$ the integration described below gives a density a little over half as large.

\subsection*{How far the result can be trusted}

The rate equations can be integrated without assuming a critical size. Let clusters of up to eight atoms gain and lose atoms at the rates of part (a), let larger ones only grow, and count every cluster of two or more atoms as an island. At $\theta=0.1$ this gives $6.5\times10^{-3}$ per site at 250 K, 8\% below the $i=1$ law with its prefactor $\eta_1$. At 360 K it gives $2.46\times10^{-4}$, 2\% below the $i=3$ law with $\eta_3$. At 302.4 K it gives $1.78\times10^{-3}$, 16\% below the lower of the two laws, which shows the rounding. Letting clusters of up to forty atoms decay raises the density by 8\% at 360 K and by 3\% at 302.4 K, and changes it by less than 0.1\% at 250 K. With decay up to two hundred atoms the rise is 30\% at 360 K and 5\% at 302.4 K. The density at 360 K then lies 27\% above the $i=3$ law and is still rising with the cutoff. Once all islands may decay (cutoffs of 600 and 1200 atoms agree), it settles at $3.42\times10^{-4}$ per site, 36\% above the law, with $n_1$ about 1.5 times $1/(RN)$. The 2\% agreement found with eight atoms holds only because that cutoff imposes the law's own assumption that large islands keep their atoms. The law neglects the loss of atoms from large islands, and on the hot side it gives only a rough value of the density.

A flux of 0.01 monolayer/s with $\nu=10^{13}$ s$^{-1}$ gives the stated ratio. The energies are model values, and an error of 0.05 eV in $E_d$ alone moves $T_\times$ by 17 K. Desorption is negligible: for a rough adsorption energy of 2.5 eV, its rate is of order $10^{-32}$ of the capture rate. The assumption that dimers stay put also needs a check. A dimer with diffusion barrier $E_{\rm dim}$ and the same frequency $\nu$ reaches an island at the rate $\nu e^{-\beta E_{\rm dim}}N$ and grows at the rate $Dn_1$. These are equal for
\begin{equation}
E_{\rm dim}=E_d+kT\ln\frac{N}{n_1}=0.45+0.02606\,\ln 316=0.60\ \text{eV},
\end{equation}
using the densities of part (d). With a trial value $E_{\rm dim}=0.50$ eV, the integrated density at 302.4 K falls from $1.78\times10^{-3}$ to $1.12\times10^{-3}$ per site, a drop of 37\%. With $E_{\rm dim}=0.75$ eV it changes by less than 1\%. If the dimer barrier is well below 0.60 eV, the $i=1$ law is altered near the crossing, and Eq.~\eqref{eq:Tx} should not be used to locate the change of regime.

\section*{Variation 1: where does the $i=3$ law end?}

Keep unit prefactors. The best clusters of 4, 5, 6, 7 and 8 atoms have 4, 5, 7, 8 and 10 bonds. Set $N_3=N_5$ with $E_5=5E_b$:
\begin{equation}
-\tfrac35\ln R+\tfrac25\beta E_b=-\tfrac57\ln R+\tfrac57\beta E_b
\ \Longrightarrow\ \tfrac{4}{35}\ln R=\tfrac{11}{35}\beta E_b .
\end{equation}
Thus $\ln R=\tfrac{11}{4}\beta E_b$, and the same substitution as before gives
\begin{equation}
T=\frac{E_d+\tfrac{11}{4}E_b}{k\ln(\nu/F)}=\frac{0.45+0.825}{8.6173\times10^{-5}\times34.539}\ \text{K}=428\ \text{K}.
\end{equation}
The same comparison for $i=4$, 6, 7 and 8 gives $\ln R/(\beta E_b)=4$, $\tfrac{19}{6}$, $\tfrac{11}{4}$ and 3. This quantity equals $[kT\ln(\nu/F)-E_d]/E_b$ and rises with temperature, so the smallest value is reached first. Among critical sizes up to 8, the $i=3$ law therefore gives the lowest density from 302 to 428 K, where the laws for $i=5$ and $i=7$ both meet it. This compares the laws only. At 400 K the integrated density, with decay allowed up to two hundred atoms, lies 45\% above the $i=3$ law with its prefactor $\eta_3$ at $\theta=0.1$. This value has not converged with the cutoff: with decay up to a thousand atoms the excess is 79\%.

\section*{Variation 2: what if the prefactors differ?}

Restore $\eta_1$ and $\eta_3$. Equating the logarithms of the two laws now gives
\begin{equation}
\tfrac4{15}\ln R=\tfrac25\beta E_b+\ln\frac{\eta_3}{\eta_1}
\ \Longrightarrow\
T_\times=\frac{E_d+\tfrac32E_b}{k\left[\ln(\nu/F)-\tfrac{15}{4}\ln(\eta_3/\eta_1)\right]} .
\label{eq:Teta}
\end{equation}
At $\theta=0.1$, Eq.~\eqref{eq:law} gives $\eta_1=0.3^{1/3}=0.669$ and $\eta_3=0.5^{1/5}=0.871$. The bracket falls by $3.75\times0.263=0.99$, and the crossing moves to 311 K.

A trimer also has six configurations per site, two straight and four bent. If all six count as critical clusters, $n_3$ is six times larger, $\eta_3$ gains a factor $6^{1/5}$, and the crossing moves to 324 K. If the two orientations of a dimer are counted as well, the $i=2$ law is the lowest from about 322 to 329 K. It lies below the lower of the other two by at most about 4\%, which is less than the rounding found above, so it does not stand out as a separate regime.

A common capture number $\sigma$ replaces $D$ by $\sigma D$ in every rate. If $\nu$ is the total hop frequency over four directions, $D$ carries a factor $\tfrac14$. Together they replace $\nu/F$ by $\sigma\nu/(4F)$. With otherwise equal prefactors, $T_\times$ is 315 K for $\sigma=1$, returns to 302 K for $\sigma=4$, and is 295 K for $\sigma=10$. The figure of 302 K thus belongs to the stated conventions. Each of these amplitudes alone shifts it by roughly 10 to 20 K, and shifts of the same sign roughly add up.

Equation~\eqref{eq:Teta} was tested against the integrated rate equations at $\nu/F=10^{24}$, where the two regimes are better separated, with $\theta=0.1$, the same energies, and decay limited to clusters of up to eight atoms. Straight lines through $\ln N$ against $\beta$ in each regime have slopes 0.149 and 0.389 eV. The laws predict $E_d/3=0.150$ eV and $(3E_d+2E_b)/5=0.390$ eV. The lines intersect at 192.1 K. Allowing decay up to 600 atoms, still far below the mean island size on the hot side, lowers the hot-side slope by about 0.001 eV and leaves the intersection at 192.1 K. Equation~\eqref{eq:Teta} gives 192.4 K, and the formula with equal prefactors gives 189.0 K. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Diffusion barrier: 0.45 eV; bond energy: 0.30 eV
Attempt frequency: 1.0e+13 1/s; flux: 0.01 monolayer/s
nu/F: 1.0e+15; ln(nu/F): 34.539
Site spacing: 0.25 nm; k: 8.617333e-05 eV/K
Best bond numbers, sizes 1 to 8: [0, 1, 2, 4, 5, 7, 8, 10]
Crossing temperature, equal prefactors: 302.39 K
kT at crossing: 0.02606 eV
D/F at crossing: 3.162e+07
Island density at crossing: 3.162e-03 per site
Same density: 0.0506 nm^-2 = 5.06e+12 cm^-2
Mean island spacing: 4.45 nm
Monomer density at crossing: 1.000e-05 per site
Upper end of i=3 window: 428.4 K
Activation energy i=1: 0.150 eV; i=3: 0.390 eV
Unit-prefactor laws at 250 K: i=1 1.056e-02, i=3 7.279e-02 per site
Unit-prefactor laws at 360 K: i=1 1.259e-03, i=3 2.882e-04 per site
Nucleation rate at crossing over i=1 rate: 0.3333
Hierarchy test at nu/F = 1e24:
  activation energies: 0.1492, 0.3887 eV
  flux exponents: 0.3313, 0.5981
  crossing of limiting lines: 192.11 K
  formula with prefactors: 192.42 K
  formula with equal prefactors: 188.99 K
Coverage for prefactors and hierarchy: 0.10 monolayer
eta_1: 0.6694; eta_3: 0.8706
Example crossing with these prefactors: 311.3 K
Trimer multiplicity per site: 6
Crossing with prefactors and multiplicity: 324.3 K
Crossing, D with factor 1/4, capture number 1: 315.0 K
Crossing, D with factor 1/4, capture number 10: 294.6 K
Crossing at tenfold flux: 324.0 K
Shift for 0.05 eV change of diffusion barrier: 16.8 K
Hierarchy and i=1 law at 250 K: 6.491e-03, 7.073e-03 per site
Hierarchy and i=3 law at 360 K: 2.458e-04, 2.509e-04 per site
Hierarchy at equal-prefactor crossing: 1.778e-03 per site
Lower law with prefactors there: 2.117e-03 per site
Dimer barrier where dimer loss equals growth: 0.600 eV
Density with dimer barrier at that value: 1.703e-03 per site
Density with dimer barrier 0.50 eV: 1.118e-03 per site
Density with dimer barrier 0.75 eV: 1.778e-03 per site
Rough adsorption energy: 2.5 eV
Desorption rate over capture rate: 2.2e-32
\end{verbatim}
